**Warped C3v Dirac cone: symmetry, contour and Berry phase**

The program studies the upper band of a surface Dirac cone with velocity `V`, cubic warping `LAM`, polar angle `theta` and pseudospin `n`, in Hartree atomic units. It asserts that C3v and time reversal allow five Hamiltonian terms through cubic order, and that a symmetry-preserving basis rotation removes the cubic σz term. Contours found by diagonalization lose convexity at 0.0138 hartree, in agreement with the derived formula, and the pseudospin agrees with its alternating cos 3θ form. The curvature flux of one lobe, summed from small plaquettes, agrees with the line integral at 0.2177 rad. Berry phases equal π modulo 2π within the asserted tolerances for the warped contours, for a contour made circular by a quintic term, and for a random four-band model with time reversal. A mass of 0.005 hartree breaks time reversal and shifts the phase at 0.02 hartree to 1.152π with warping and 1.250π without it.

## Verification by program

```python
"""Hexagonal warping of a C3v, time-reversal-symmetric surface Dirac cone.
Result under test: through third order in k the only sigma_z term is
LAM*Re(kx+i*ky)^3; the truncated model has a snowflake contour above
E_c = sqrt(7)/6^(3/4)*V/a, a = sqrt(LAM/V); n_z alternates as cos(3 theta);
the Berry phase of an inversion-symmetric contour is pi modulo 2 pi.
V: velocity, LAM: warping, theta: angle from kx, n: pseudospin direction.
Hartree atomic units. Berry connection A = i<u|grad u>, upper band.
"""
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.constants import physical_constants

V, LAM = 0.2, 20.0
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
ID = np.eye(2, dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
PAULI = [ID, SX, SY, SZ]
rng = np.random.default_rng(7)


def hamiltonian(kx, ky, lam=LAM, mass=0.0, alpha=0.0, inv_mass=0.0, quintic=0.0):
    kp = np.asarray(kx) + 1j * np.asarray(ky)
    k2 = np.abs(kp)**2
    plane = 1j * (V * (1 + alpha * k2) * kp + quintic * np.conj(kp)**5)
    parts = [0.5 * inv_mass * k2, plane.real, plane.imag, lam * (kp**3).real + mass]
    return sum(p[..., None, None] * s for p, s in zip(parts, PAULI))


# ---------- symmetry classification by a numerical null space ----------
ANGLE = 2 * np.pi / 3
ROT = np.array([[np.cos(ANGLE), -np.sin(ANGLE)], [np.sin(ANGLE), np.cos(ANGLE)]])
C3_HALF = expm(-1j * np.pi * SZ / 3)
C3_THREE_HALF = expm(-1j * np.pi * SZ)
MIRROR = 1j * SX


def residuals(operator, k, c3, sign, use):
    """Violation of each symmetry; sign=-1 for an operator odd under M and T."""
    value = operator(k)
    out = []
    if "C" in use:
        out.append(c3 @ value @ c3.conj().T - operator(ROT @ k))
    if "M" in use:
        out.append(MIRROR @ value @ MIRROR.conj().T
                   - sign * operator(np.array([-k[0], k[1]])))
    if "T" in use:
        out.append(SY @ value.conj() @ SY - sign * operator(-k))
    return np.array(out).ravel()


def count_allowed(degrees, c3=C3_HALF, sign=1, use="CMT"):
    points = rng.uniform(-1, 1, (12, 2))
    columns = []
    for degree in degrees:
        for power in range(degree + 1):
            for matrix in PAULI:
                def op(k, a=power, b=degree - power, m=matrix):
                    return k[0]**a * k[1]**b * m
                r = np.concatenate([residuals(op, k, c3, sign, use) for k in points])
                columns.append(np.concatenate([r.real, r.imag]))
    table = np.array(columns).T
    return table.shape[1] - np.linalg.matrix_rank(table, tol=1e-9)


n_full = count_allowed([0, 1, 2, 3])
n_no_mirror = count_allowed([0, 1, 2, 3], use="CT")
n_no_time = count_allowed([0, 1, 2, 3], use="CM")
n_linear_three_half = count_allowed([1], c3=C3_THREE_HALF)
n_spin_z = count_allowed([0, 1, 2], sign=-1)
assert (n_full, n_no_mirror, n_no_time) == (5, 8, 7)
assert n_linear_three_half == 0 and n_spin_z == 3


def extra_spin(k):
    kp2 = (k[0] + 1j * k[1])**2
    return kp2.imag * SX + kp2.real * SY      # Im[k+^2 (sx + i sy)]


QUINTIC = -LAM**2 / (4 * V)
for k in rng.uniform(-0.1, 0.1, (5, 2)):
    def model(q):
        return hamiltonian(q[0], q[1], alpha=20., inv_mass=1., quintic=QUINTIC)
    assert np.max(abs(residuals(model, k, C3_HALF, 1, "CMT"))) < 1e-13
    assert np.max(abs(residuals(extra_spin, k, C3_HALF, -1, "CMT"))) < 1e-13


# ---------- a basis rotation removes the cubic sigma_z term ----------
def rotation_remainder(k, theta=0.2):
    kx, ky = k * np.cos(theta), k * np.sin(theta)
    gen = (kx**2 - ky**2) * SX - 2 * kx * ky * SY
    u = expm(1j * LAM / (2 * V) * gen)
    new = u @ hamiltonian(kx, ky) @ u.conj().T
    diff = new - hamiltonian(kx, ky, lam=0.0)
    comp = [np.trace(diff @ s).real / 2 for s in (SX, SY, SZ)]
    return abs(comp[2]), np.hypot(comp[0], comp[1])


z1, p1 = rotation_remainder(0.02)
z2, p2 = rotation_remainder(0.01)
order_z, order_plane = np.log2(z1 / z2), np.log2(p1 / p2)
assert abs(order_z - 7) < 0.05 and abs(order_plane - 5) < 0.05


# ---------- contours, pseudospin and Berry phases from diagonalization ----------
def contour(energy, theta, **par):
    low = np.zeros_like(theta)
    high = np.full_like(theta, 1.05 * energy / V)
    for _ in range(50):
        mid = 0.5 * (low + high)
        e = np.linalg.eigvalsh(hamiltonian(mid * np.cos(theta),
                                           mid * np.sin(theta), **par))[..., 1]
        low, high = np.where(e < energy, mid, low), np.where(e < energy, high, mid)
    return 0.5 * (low + high)


def upper_state(kx, ky, **par):
    return np.linalg.eigh(hamiltonian(kx, ky, **par))[1][..., :, 1]


def loop_phase(states):
    """Signed Berry phase; the loop runs along the second-to-last axis."""
    links = np.sum(states.conj() * np.roll(states, -1, axis=-2), axis=-1)
    return -np.angle(np.prod(links / abs(links), axis=-1))


def pseudospin(states):
    return np.stack([np.einsum("...i,ij,...j->...", states.conj(), s, states).real
                     for s in (SX, SY, SZ)], axis=-1)


length = np.sqrt(LAM / V)
e_star = V / length
e_crit = np.sqrt(7) / 6**0.75 * e_star
grid = np.arange(720) * 2 * np.pi / 720


def least_turn(energy):
    points = contour(energy, grid) * np.exp(1j * grid)
    step = np.roll(points, -1) - points
    return np.min((step.conj() * np.roll(step, -1)).imag)


below, above = 0.5 * e_star, 0.9 * e_star
assert least_turn(below) > 0 > least_turn(above)
for _ in range(16):
    middle = 0.5 * (below + above)
    if least_turn(middle) > 0:
        below = middle
    else:
        above = middle
e_crit_numeric = 0.5 * (below + above)
assert abs(e_crit_numeric / e_crit - 1) < 2e-3   # polygon discretization


def convexity_f(Q, C):
    P = Q + 3 * C
    return (P**3 + 9 * (1 - 2 * C) * P**2
            - 18 * C * (1 - C) * (6 * C + 4 * Q) - 9 * C * (1 - C) * P)


notch_convexity = {}
for energy in (0.01, 0.02):
    u = 1 / (length * contour(energy, grid))
    freq = np.fft.fftfreq(720, 1 / 720)
    u2 = np.fft.ifft(-freq**2 * np.fft.fft(u)).real
    C = np.cos(3 * grid)**2
    measured = (u + u2) / u
    assert np.max(abs(measured - convexity_f(u**4, C) / (u**4 + 3 * C)**3)) < 1e-6
    notch_convexity[energy] = measured[0]
assert notch_convexity[0.01] > 0 > notch_convexity[0.02]

# polynomial bounds that exclude an earlier loss of convexity elsewhere
c, q = sp.symbols("c q")
bound = sp.Rational(22, 5) + sp.Rational(8, 5) * c
f_bound = sp.Poly(sp.expand(convexity_f(q, c).subs(q, bound)), c)
slope = sp.Poly(sp.expand(sp.diff(convexity_f(q, c), q).subs(q, bound)), c)
second = sp.Poly(sp.expand(sp.diff(convexity_f(q, c), q, 2).subs(q, bound)), c)
assert f_bound.eval(1) == 0 and all(x < 0 for x in f_bound.all_coeffs()[:-1])
for poly in (slope, second):
    assert poly.eval(1) > 0 and all(x < 0 for x in poly.all_coeffs()[:-1])
q_crit = 1 / (length * contour(e_crit, grid))**4
q_chord = 4.4 + 1.6 * np.cos(3 * grid)**2
assert np.min(q_crit - q_chord) > -1e-9

# pseudospin of diagonalized states against the direction formula
samples = np.deg2rad(np.arange(0, 121, 10.0))
k_samples = contour(0.02, samples)
spin = pseudospin(upper_state(k_samples * np.cos(samples), k_samples * np.sin(samples)))
formula = np.stack([-V * k_samples * np.sin(samples), V * k_samples * np.cos(samples),
                    LAM * k_samples**3 * np.cos(3 * samples)], axis=-1) / 0.02
assert np.max(abs(spin - formula)) < 1e-10

# an odd number of points avoids a mesh that is itself inversion symmetric
odd = np.arange(1501) * 2 * np.pi / 1501


def contour_phase(energy, **par):
    k = contour(energy, odd, **par)
    states = upper_state(k * np.cos(odd), k * np.sin(odd), **par)
    return loop_phase(states) % (2 * np.pi), pseudospin(states)[:, 2], k


phase_low = contour_phase(0.01)[0]
phase_high = contour_phase(0.02)[0]
phase_general = contour_phase(0.02, alpha=20.0, inv_mass=1.0)[0]
phase_circle, nz_circle, k_circle = contour_phase(0.02, quintic=QUINTIC)
for value in (phase_low, phase_high, phase_general, phase_circle):
    assert abs(value - np.pi) < 1e-5
assert np.ptp(k_circle) < 1e-12 and np.max(nz_circle) > 0.1 and np.min(nz_circle) < -0.1

MASS = 0.005
phase_mass, nz_mass, _ = contour_phase(0.02, mass=MASS)
phase_mass_round = contour_phase(0.02, mass=MASS, lam=0.0)[0]
assert abs(phase_mass - np.pi * (1 + np.mean(nz_mass))) < 1e-4
assert abs(phase_mass_round - np.pi * (1 + MASS / 0.02)) < 1e-4
assert abs(phase_mass - np.pi) > 0.1

# flux of one lobe: curvature from small plaquettes against the line integral
nodes, weights = np.polynomial.legendre.leggauss(20)
ang = nodes * np.pi / 6
radius = contour(0.02, ang)
kr = 0.5 * radius[:, None] * (nodes + 1)
kx, ky = kr * np.cos(ang)[:, None], kr * np.sin(ang)[:, None]
h = 2e-5
cx, cy = h / 2 * np.array([-1, 1, 1, -1]), h / 2 * np.array([-1, -1, 1, 1])
curv = loop_phase(upper_state(kx[..., None] + cx, ky[..., None] + cy)) / h**2
e_kr = np.linalg.eigvalsh(hamiltonian(kx, ky))[..., 1]
curv_formula = V**2 * LAM * kr**3 * np.cos(3 * ang)[:, None] / e_kr**3
outer = kr > 0.01        # plaquette error grows as (h/k)^2 near the Dirac point
assert np.max(abs(curv - curv_formula)[outer]) < 1e-3 * np.max(curv_formula)
flux_area = np.sum(weights[:, None] * weights * np.pi / 6
                   * 0.5 * radius[:, None] * kr * curv)
nz_lobe = pseudospin(upper_state(radius * np.cos(ang), radius * np.sin(ang)))[:, 2]
flux_line = 0.5 * np.sum(weights * nz_lobe) * np.pi / 6
assert abs(flux_area - flux_line) < 1e-4

# random four-band model with T^2 = -1: the lowest band on a circle about Gamma
THETA4 = np.kron(1j * SY, ID)
raw = rng.normal(size=(5, 4, 4)) + 1j * rng.normal(size=(5, 4, 4))
raw = raw + raw.conj().transpose(0, 2, 1)
circle = np.arange(4001) * 2 * np.pi / 4001
x, y = np.cos(circle), np.sin(circle)


def raw_four(x, y):
    return np.einsum("an,aij->nij", np.array([x * 0 + 1, x, y, x * x, x * y]), raw)


four = 0.5 * (raw_four(x, y) + THETA4 @ raw_four(-x, -y).conj() @ THETA4.T)
e4, u4 = np.linalg.eigh(four)
gap4 = np.min(e4[:, 1] - e4[:, 0])
assert gap4 > 0.01
phase_four = loop_phase(u4[:, :, 0]) % (2 * np.pi)
assert abs(phase_four - np.pi) < 1e-3

# ---------- printed results ----------
print(f"velocity v = {V:.3f} hartree bohr")
print(f"warping lambda = {LAM:.1f} hartree bohr^3")
print(f"warping length a = {length:.3f} bohr")
print(f"warping energy E* = {e_star:.5f} hartree")
print(f"critical energy, formula = {e_crit:.6f} hartree = {e_crit*HARTREE_EV:.4f} eV")
print(f"critical energy, polygon test = {e_crit_numeric:.6f} hartree")
print(f"E_c/E* = {e_crit/e_star:.5f}")
print(f"allowed terms to cubic order, C3v and T: {n_full}")
print(f"allowed terms without mirror: {n_no_mirror}; without T: {n_no_time}")
print(f"linear terms for a +-3/2 doublet: {n_linear_three_half}")
print(f"allowed s_z terms to quadratic order: {n_spin_z}")
print(f"after basis rotation: sigma_z order {order_z:.3f}, in-plane order {order_plane:.3f}")
for energy in (0.01, 0.02):
    kk = contour(energy, np.array([0.0, np.pi / 6]))
    nz = pseudospin(upper_state(kk, 0 * kk))[0, 2]
    print(f"E = {energy:.3f} hartree: notch k = {kk[0]:.6f}, tip k = {kk[1]:.6f} bohr^-1")
    print(f"  tip/notch = {kk[1]/kk[0]:.5f}, n_z at theta=0: {nz:.5f}")
    print(f"  (u+u'')/u at notch = {notch_convexity[energy]:.5f}")
print("E = 0.020 hartree: theta (deg), k (bohr^-1), n_z")
for t, k, s in zip(np.rad2deg(samples), k_samples, spin[:, 2]):
    print(f"  {t:5.0f}  {k:.6f}  {s + 0.0:+.5f}")
print(f"Berry phase/pi at 0.010 hartree = {phase_low/np.pi:.7f}")
print(f"Berry phase/pi at 0.020 hartree = {phase_high/np.pi:.7f}")
print(f"Berry phase/pi, alpha=20 bohr^2 and m*=1 = {phase_general/np.pi:.7f}")
print(f"flux of theta=0 lobe at 0.020 hartree: area {flux_area:.6f}, line {flux_line:.6f} rad")
print(f"mass control m = {MASS:.4f} hartree, E = 0.020 hartree")
print(f"  Berry phase/pi with warping = {phase_mass/np.pi:.5f}")
print(f"  Berry phase/pi without warping = {phase_mass_round/np.pi:.5f}")
print(f"quintic coefficient restoring a circle w = {QUINTIC:.1f} hartree bohr^5")
print(f"  circle radius at 0.020 hartree = {np.mean(k_circle):.6f} bohr^-1")
print(f"  largest n_z = {np.max(nz_circle):.5f}, Berry phase/pi = {phase_circle/np.pi:.7f}")
print(f"random four-band model: least gap {gap4:.4f} (model units)")
print(f"  Berry phase/pi = {phase_four/np.pi:.7f}")
print("PASS")
```

It prints:

```
velocity v = 0.200 hartree bohr
warping lambda = 20.0 hartree bohr^3
warping length a = 10.000 bohr
warping energy E* = 0.02000 hartree
critical energy, formula = 0.013803 hartree = 0.3756 eV
critical energy, polygon test = 0.013803 hartree
E_c/E* = 0.69014
allowed terms to cubic order, C3v and T: 5
allowed terms without mirror: 8; without T: 7
linear terms for a +-3/2 doublet: 0
allowed s_z terms to quadratic order: 3
after basis rotation: sigma_z order 7.000, in-plane order 4.999
E = 0.010 hartree: notch k = 0.048655, tip k = 0.050000 bohr^-1
  tip/notch = 1.02764, n_z at theta=0: 0.23037
  (u+u'')/u at notch = 0.56821
E = 0.020 hartree: notch k = 0.082603, tip k = 0.100000 bohr^-1
  tip/notch = 1.21061, n_z at theta=0: 0.56362
  (u+u'')/u at notch = -0.74829
E = 0.020 hartree: theta (deg), k (bohr^-1), n_z
      0  0.082603  +0.56362
     10  0.084855  +0.52912
     20  0.092071  +0.39025
     30  0.100000  +0.00000
     40  0.092071  -0.39025
     50  0.084855  -0.52912
     60  0.082603  -0.56362
     70  0.084855  -0.52912
     80  0.092071  -0.39025
     90  0.100000  -0.00000
    100  0.092071  +0.39025
    110  0.084855  +0.52912
    120  0.082603  +0.56362
Berry phase/pi at 0.010 hartree = 1.0000000
Berry phase/pi at 0.020 hartree = 1.0000000
Berry phase/pi, alpha=20 bohr^2 and m*=1 = 1.0000000
flux of theta=0 lobe at 0.020 hartree: area 0.217696, line 0.217696 rad
mass control m = 0.0050 hartree, E = 0.020 hartree
  Berry phase/pi with warping = 1.15240
  Berry phase/pi without warping = 1.25000
quintic coefficient restoring a circle w = -500.0 hartree bohr^5
  circle radius at 0.020 hartree = 0.087313 bohr^-1
  largest n_z = 0.66565, Berry phase/pi = 1.0000000
random four-band model: least gap 0.9969 (model units)
  Berry phase/pi = 1.0000000
PASS
```
